# Two-magnon broadening in thin films and its removal by tilting the magnetization

## Definitions and conventions

An infinite film of thickness $d$ has its normal along $z$. Its static magnetization, of magnitude $M$, is uniform, lies at angle $\theta$ from the plane, and projects onto the $x$ axis. An in-plane wavevector $\mathbf k$ makes the angle $\phi$ with $x$. Anisotropy is absent, and the magnetization is free at the surfaces.

Fields are measured in units of $\mu_0M$. The frequency of a mode is written as a field, $b=\omega/\gamma$, with $\gamma>0$ the magnitude of the gyromagnetic ratio. Exchange stiffness $A$ enters through $l^2=2A/(\mu_0M^2)$ and $q=l^2k^2$. The static internal field, applied plus demagnetizing, is $a\,\mathbf m_0$ with $a>0$ and $\mathbf m_0=(\cos\theta,0,\sin\theta)$.

The transverse axes are $\mathbf e_1=(0,1,0)$ and $\mathbf e_2=(-\sin\theta,0,\cos\theta)$, so that $\mathbf e_1\times\mathbf e_2=\mathbf m_0$. If the restoring field is $-H\mathbf m$, with $H$ a real symmetric $2\times2$ matrix, the linearized torque equation is

$$\dot{\mathbf m}=\gamma JH\mathbf m,\qquad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The matrix $JH$ has zero trace and determinant $\det H$. Its eigenvalues are therefore $\pm i b$, with $b^2=H_{11}H_{22}-H_{12}^2$.

The question is whether some $k>0$ has the frequency $b_0$ of the uniform mode. Static disorder conserves frequency but not wavevector, so such a mode can drain the uniform precession.

## Contribution 1: magnetic charges

Take the motion to be uniform through the thickness. A charge sheet of amplitude $s$ at height $z'$ has potential $s\,e^{-k|z-z'|}/(2k)$.

A normal component $m_z$ puts charges $\pm m_z$ on the two surfaces. The field inside is $-m_z[e^{-kz}+e^{-k(d-z)}]/2$, and its thickness average is $-Fm_z$, where

$$F=\frac{1-e^{-kd}}{kd}.$$

A component $m_k$ along $\mathbf k$ produces the volume charge $-ikm_k$. Its averaged field is

$$-\frac{k m_k}{2d}\int_0^d\!\!\int_0^d e^{-k|z-z'|}dz\,dz'=-\frac{k m_k}{d}\left[\frac dk-\frac{1-e^{-kd}}{k^2}\right]=-u\,m_k,\quad u=1-F.$$

Cross terms average to zero, because the potential of the two opposite surface sheets is odd about the midplane. Finite $k$ thus weakens the surface charges and creates volume charges, both by the amount $u$.

The projections are $\mathbf e_1\cdot\hat{\mathbf k}=\sin\phi$, $\mathbf e_2\cdot\hat{\mathbf k}=-\sin\theta\cos\phi$ and $\mathbf e_2\cdot\hat{\mathbf z}=\cos\theta$. With exchange included,

$$H_{11}=a+q+u\sin^2\phi,$$
$$H_{22}=a+q+F\cos^2\theta+u\sin^2\theta\cos^2\phi,$$
$$H_{12}=-u\sin\theta\sin\phi\cos\phi.$$

At $k=0$ this gives $b_0^2=a(a+\cos^2\theta)$.

For in-plane magnetization the two charge effects compete. To first order in $u$, volume charges add $(a+1)u\sin^2\phi$ to $b^2$, while the lost surface charges subtract $au$. The loss wins near $\phi=0$, where $\mathbf k$ is parallel to the magnetization and the transverse motion has no volume charge.

## Contribution 2: exchange, and the count of degenerate modes

Write $c=\cos\theta$, $S=\sin\theta$, $s=\sin\phi$. Since $F=1-u$, $H_{22}=a+c^2+q+ug$ with

$$g=S^2(1-s^2)-c^2=-\cos2\theta-s^2S^2.$$

Multiplying out,

$$b^2-b_0^2=q(2a+c^2)+q^2+u[s^2(a+c^2)+ag]+qu(s^2+g)+u^2[s^2g-s^2S^2(1-s^2)].$$

The three brackets simplify separately:

- $s^2(a+c^2)+ag=s^2(a+c^2-aS^2)-a\cos2\theta=(a+1)c^2s^2-a\cos2\theta\equiv K$.
- $s^2+g=s^2c^2-\cos2\theta=S^2-c^2(1-s^2)$, using $\cos2\theta=c^2-S^2$.
- The last bracket is $-s^2c^2$, because the terms in $S^2$ cancel.

Divide by $u$ and split $c^2q/u$ into parts weighted by $\cos^2\phi$ and $\sin^2\phi$. Since $1/u-1=F/u$,

$$\frac{b^2-b_0^2}{u}=K+R(k),$$
$$R=\frac{2aq}{u}+\frac{q^2}{u}+qS^2+c^2\left[\cos^2\phi\,\frac{qF}{u}+\sin^2\phi\left(\frac qu-u\right)\right].$$

Now let $x=kd$. From $u=1-\int_0^1e^{-xt}dt$, $u$ is concave, with $u(0)=0$, $u\le x/2$, $u'\le1/2$ and $xu'\le u$. Hence

$$\frac{d}{dx}\frac{x^2}{u}=\frac xu\left(2-\frac{xu'}{u}\right)\ge\frac xu\ge2.$$

So $q/u=(l^2/d^2)x^2/u$ increases, and so does $q^2/u$. The function $qF/u$ is proportional to $(x/u)(1-e^{-x})$, a product of non-decreasing positive factors. Finally,

$$\frac{d}{dx}\left(\frac qu-u\right)\ge\frac{2l^2}{d^2}-\frac12\ge0\quad\text{if } d\le2l.$$

Under this condition $R$ rises strictly from zero to infinity. There is one degenerate $k>0$ if $K<0$, and none if $K\ge0$. For $\theta<45^\circ$, the condition $K<0$ reads

$$\boxed{\sin^2\phi<\sin^2\phi_c=\frac{a\cos2\theta}{(a+1)\cos^2\theta}}$$

For $\theta\ge45^\circ$, $K\ge0$ at every $\phi$. In this model an in-plane film has a degenerate sector for any $a>0$, and the sector closes when the magnetization reaches $45^\circ$, well before it is perpendicular.

The condition $d\le2l$ is sufficient for this count. It cannot simply be dropped: for $a=0.3$, at $d=8l$ and $0.2^\circ$ outside the in-plane sector, the averaged formula has two roots. At such a thickness the assumption of a uniform profile is itself doubtful. The $45^\circ$ rule is likewise a thin-film result. In a thick film, modes that vary across the thickness can lie below $b_0$ at larger angles: with the material parameters and resonance frequency of the example below and a free profile, a 100 nm film magnetized at $60^\circ$ has modes about 20 mT below $b_0$.

## The perpendicular case without the thin-film assumption

At $\theta=90^\circ$ the formula becomes $b^2=(a+q)(a+q+u)$. All the transverse motion lies in the plane, so there are no surface charges to lose, and both dipolar and exchange terms raise the frequency.

A stronger statement holds for any thickness and any profile across the film. Let $H$ now denote the full stiffness operator. The dipolar self-energy is non-negative, and exchange contributes at least $q$ per unit $|\mathbf m|^2$, so $\langle\mathbf m,H\mathbf m\rangle\ge(a+q)\langle\mathbf m,\mathbf m\rangle$. A mode of positive frequency obeys $H\mathbf m=b\,iJ\mathbf m$. Since $iJ$ has eigenvalues $\pm1$,

$$(a+q)\langle\mathbf m,\mathbf m\rangle\le\langle\mathbf m,H\mathbf m\rangle=b\langle\mathbf m,iJ\mathbf m\rangle\le b\langle\mathbf m,\mathbf m\rangle.$$

Thus $b\ge a+q>b_0=a$ for every $k>0$. The uniform mode is the bottom of the spectrum.

## Contribution 3: disorder

Degeneracy permits decay; disorder causes it. Let a weak random field $\beta(\mathbf r)$ act along $\mathbf m_0$, with zero mean, rms value $\sigma$ and correlation $\sigma^2e^{-r^2/2\xi^2}$. Its spectrum is $C(k)=2\pi\xi^2\sigma^2e^{-k^2\xi^2/2}$. It adds $\beta$ times the unit matrix to $H$.

Normalize the mode vectors by $v_k^\dagger iJv_k=1$. Projecting the equation of motion with $v_k^\dagger iJ$, and neglecting the negative-frequency partners, which are off resonance by about $2b_0$, gives

$$\dot c_k=-i\gamma\Big(b_kc_k+\sum_{k'}\beta_{k-k'}v_k^\dagger v_{k'}c_{k'}\Big).$$

Remove the phase $e^{-i\gamma b_0t}$, solve for $c_k$ to first order and insert it in the equation for $c_0$:

$$\dot c_0=-\gamma^2\sum_k|\beta_k|^2|v_0^\dagger v_k|^2\int_0^t e^{-i\gamma(b_k-b_0)(t-t')}c_0(t')\,dt'.$$

If $c_0$ varies slowly, it leaves the integral, whose real part tends to $\pi\delta(b_k-b_0)/\gamma$. For film area $\Omega$, $\langle|\beta_k|^2\rangle=C(k)/\Omega$ and $\sum_k\to\Omega\int d^2k/(2\pi)^2$. The amplitude therefore decays at the rate $\gamma\eta$, with

$$\eta=\pi\int\frac{d^2k}{(2\pi)^2}C(k)|v_0^\dagger v_k|^2\delta(b_k-b_0)=\frac1{4\pi}\int d\phi\,\frac{k\,C(k)|v_0^\dagger v_k|^2}{|\partial b/\partial k|},$$

where the last integrand is taken on the degenerate contour. Without a contour, $\eta=0$ at this order. Another kind of defect changes the matrix element but not the delta function.

**Thin in-plane limit.** For $d\ll l$, $kd\ll1$ and $k\xi\ll1$, where the first condition makes the terms of order $k^2d^2$ small against exchange, $b^2-b_0^2\simeq\alpha k^2-Bk$, with $\alpha=l^2(2a+1)$ and $B=-Kd/2>0$. At the root $k=B/\alpha$, the slope is $\partial b/\partial k=(2\alpha k-B)/(2b_0)=\alpha k/(2b_0)$. The ratio $k/(\partial b/\partial k)=2b_0/\alpha$ stays finite even at the sector edge, where $k$ and the slope both vanish. The normalized vector has $|v_1|^2=H_{22}/(2b_0)$ and $|v_2|^2=H_{11}/(2b_0)$, so $v_0^\dagger v_0=(2a+1)/(2b_0)$. The two opposite sectors span $4\phi_c$ in total, and

$$\eta\simeq\frac{4\phi_c}{4\pi}\,\frac{2b_0}{l^2(2a+1)}\,2\pi\xi^2\sigma^2\left(\frac{2a+1}{2b_0}\right)^2=\frac{\phi_c(2a+1)\sigma^2\xi^2}{b_0l^2}.$$

Thickness has dropped out, but not from the range of validity. At $\phi=0$ the band dips below resonance by about $B^2/(8\alpha b_0)\propto d^2$, and the golden rule needs $\eta$ to be small against this depth.

## Weighing the contributions in numbers

Take the round model parameters $\mu_0M=1$ T, $A=10$ pJ/m, $d=8$ nm, an in-plane field of 0.3 T, $\sigma=5$ mT and $\xi=20$ nm. Then $l=5.013$ nm, and $d<2l$ holds.

**Resonance and sector.** $b_0=\sqrt{0.3\times1.3}=0.6245$ T, or 17.50 GHz. The sector edge is $\phi_c=\arcsin\sqrt{0.3/1.3}=28.7^\circ$.

**Charges against exchange.** At $\phi=0$, $B=0.3\times8/2=1.2$ nm and $\alpha=25.13\times1.6=40.2$ nm², so $k\simeq B/\alpha=0.030$ nm⁻¹. The full dispersion gives 0.0292 nm⁻¹, a wavelength of 215 nm. The band depth is 6.9 mT, about 1% of $b_0$: a shallow dip suffices for degeneracy. In a layer-resolved calculation with a free thickness profile, the sampled frequencies for $k\le0.03$ nm⁻¹ and $\phi\le30^\circ$ differ from the averaged formula by at most 0.20 mT, or 3% of that depth.

**Disorder.** The thin-limit formula, used here as an estimate outside its strict range $d\ll l$, gives

$$\eta\simeq\frac{0.501\times1.6\times(0.005\times20)^2}{0.6245\times25.13}=5.1\times10^{-4}\ \text{T}.$$

The contour integral gives 0.475 mT, which is 7% of the band depth. The amplitude decay time is 12.0 ns. Power absorption has full width $2\eta$ in $b$; dividing by $db_0/dB=1.6/(2\times0.6245)=1.281$ gives a field linewidth of 0.74 mT, or 26.6 MHz in frequency. The width grows as $\sigma^2$: doubling $\sigma$ would bring $\eta$ to 28% of the band depth, where corrections to the weak-disorder result are to be expected. How strong the broadening appears also depends on the other damping present.

**Orientation at fixed frequency.** The internal field is adjusted to keep $b_0$ constant.

| $\theta$ | $\phi_c$ | $\eta$ (mT) |
|---|---|---|
| 0° | 28.7° | 0.475 |
| 30° | 24.7° | 0.385 |
| 40° | 16.9° | 0.256 |
| 45° and above | no sector | 0 |

These are golden-rule values. The band depth shrinks as $K^2$, much faster than $\eta$: it is 2.6 mT at $30^\circ$ but only 0.43 mT at $40^\circ$, where $\eta$ is 60% of it. The $40^\circ$ entry is therefore only an estimate of size, and closer to $45^\circ$ the condition $\eta\ll$ depth fails altogether.

The angle $\theta$ belongs to the magnetization, not to the applied field. The applied field has components $a\cos\theta$ in the plane and $(a+1)\sin\theta$ along the normal. At $\theta=45^\circ$, where $a=0.423$, it stands at $\arctan(1.423/0.423)=73^\circ$ from the plane.

**Direct time evolution.** The full linear equations were integrated for 10.2 ns in a random field with the same spectrum. For in-plane magnetization, exponential fits to the decay after the first 2.6 ns gave $\eta=0.61$ and 0.53 mT in two disorder samples. Their mean is 20% above the golden rule, just inside the 20% tolerance of the test. This confirms the size of the rate, not its second digit. Two samples are too few to average out the variation between disorder realizations, so the difference need not be a systematic excess. Finite disorder strength, a run of only about one decay time and the discrete wavevectors may also contribute; these effects were not separated.

In these two samples the uniform amplitude fell to 0.36 and 0.40. With the disorder of the first sample and the same resonance frequency it never fell below 0.97 at $\theta=60^\circ$, or below 0.98 at $90^\circ$. The $60^\circ$ case matters for the explanation: the magnetization is not perpendicular, yet the decay is absent, as the loss of degeneracy requires. The small remaining reduction has the size expected from mixing with off-resonant modes: the second-order weight $\sum_k|\beta_k|^2|v_0^\dagger v_k|^2/(b_k-b_0)^2$ gives mean amplitudes of 0.981 at $60^\circ$ and 0.992 at $90^\circ$ in this box of side 3.5 µm. Because $b_k-b_0\propto k$ at small $k$, this weight grows as the logarithm of the box side, so the bounds quoted belong to this box; for a tenfold side the $60^\circ$ value would be about 0.965.

## What perpendicular magnetization does not remove

Intrinsic damping remains. So does inhomogeneous broadening: if the field varies so slowly that modes with $k\sim1/\xi$ differ from $b_0$ by much less than $\sigma$, the coupling between regions is too weak to average the field, and separate regions resonate at their own local fields in either orientation. A narrower perpendicular line is therefore evidence for two-magnon scattering only when these other contributions are known to change little with angle.

The numerical output follows.

## Values computed for the example and the checks

```
mu0*M = 1.0 T, A = 10.0 pJ/m
thickness = 8.0 nm, exchange length = 5.013 nm
in-plane field = 0.30 T
random field: rms = 5.0 mT, xi = 20.0 nm
uniform mode b0 = 0.6245 T
resonance frequency = 17.502 GHz
critical angle, in-plane M = 28.71 deg
degenerate k at phi=0 = 0.02923 1/nm
its wavelength = 214.9 nm
k at band minimum = 0.01447 1/nm
band depth below resonance = 6.890 mT
band depth = 193.1 MHz
golden-rule eta = 0.4750 mT
thin-limit formula for eta = 0.5108 mT
contour/thin-limit ratio at d=1 nm = 0.9988
amplitude decay time = 11.96 ns
d b0/d B = 1.2810
full field linewidth = 0.7416 mT
full frequency linewidth = 26.62 MHz
At fixed frequency: theta, internal field, phi_c, eta
   0 deg  0.3000 T   28.71 deg  0.4750 mT
  15 deg  0.3130 T   28.06 deg  0.4557 mT
  30 deg  0.3534 T   24.66 deg  0.3845 mT
  40 deg  0.3966 T   16.85 deg  0.2558 mT
  45 deg  0.4227 T    0.00 deg  0.0000 mT
  60 deg  0.5119 T    0.00 deg  0.0000 mT
  90 deg  0.6245 T    0.00 deg  0.0000 mT
applied field for perpendicular M = 1.6245 T
root counts: one in 326 cases, none in 274
roots just outside sector at d=8 l: 2
max layer-model deviation = 0.2025 mT
perpendicular: lowest sampled mode above uniform, 8 nm film = 4.067 mT
  same for 100 nm film = 26.738 mT
simulation: box = 3465 nm, duration = 10.22 ns
simulated random-field rms = 4.986 mT
simulated eta, two disorder samples = 0.6052, 0.5317 mT
simulated mean / golden rule = 1.197
final amplitude, theta=0 = 0.3630, 0.3999
final and minimum amplitude, theta=60 deg = 0.9756, 0.9748
final and minimum amplitude, theta=90 deg = 0.9929, 0.9900
```
